# Valley folding and defect gaps in graphene supercells

**Question.** A defect in graphene is modelled by repeating it in an $n\times n$ supercell. Why does the band structure near the Fermi level behave differently when $n$ is divisible by three, and when does the difference amount to a band gap that an isolated defect would not have?

**Answer.**

## Where the valleys go

Take one $\pi$ orbital per atom, hopping $-t$ between nearest neighbours, no spin and a half-filled band. In the algebra $\hbar=1$. The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$, with $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. Cell $\mathbf R$ holds an A atom at $\mathbf R+(\mathbf a_1+\mathbf a_2)/3$ and a B atom at $\mathbf R+2(\mathbf a_1+\mathbf a_2)/3$. The neighbours of A in cell $\mathbf R$ are the B atoms of cells $\mathbf R$, $\mathbf R-\mathbf a_1$ and $\mathbf R-\mathbf a_2$. For Bloch sums with phase $e^{i\mathbf k\cdot\mathbf R}$,

$$H_{AB}(\mathbf k)=-t\left(1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}\right).$$

At $\mathbf K=(\mathbf b_1-\mathbf b_2)/3$ the bracket is $1+\omega^*+\omega=0$, where $\omega=e^{2\pi i/3}$. It also vanishes at $\mathbf K'=-\mathbf K$. These are the two valleys.

The reciprocal vectors of the supercell are $\mathbf B_i=\mathbf b_i/n$, so

$$\mathbf K=\frac n3(\mathbf B_1-\mathbf B_2),\qquad \mathbf K-\mathbf K'=\frac{2n}{3}(\mathbf B_1-\mathbf B_2).$$

If 3 divides $n$, both valleys differ from zero by a supercell reciprocal vector, and both fold to $\Gamma$. Otherwise $n/3$ leaves a remainder of $\pm\frac13$, and the valleys fold to the two different corners of the small zone. Diagonalizing clean cells shows this: four zero-energy states at $\Gamma$ for $n=3,6,9$, but two at a corner and none at $\Gamma$ for $n=4,5,7,8$.

Folding by itself changes no physics; it relabels the states of a clean crystal. The defect makes the relabelling matter. Its copies sit at $n\mathbf L$, with $\mathbf L=l_1\mathbf a_1+l_2\mathbf a_2$, and a matrix element between the valleys contains

$$\sum_{\mathbf L}e^{-i(\mathbf K-\mathbf K')\cdot n\mathbf L}
=\sum_{l_1,l_2}e^{-4\pi i n(l_1-l_2)/3}.$$

If 3 divides $n$, all terms equal one and the copies scatter in phase. If not, each sum over three successive values of $l_1$ contains the three cube roots of unity and vanishes. Bloch's theorem extends this beyond first order: states with different supercell momenta do not mix, however strong the periodic defect.

What counts is the period of the defect array, not the size of the cell used to describe it. Nine defects forming a $4\times4$ array can be described in a $12\times12$ cell, where both valleys fold to $\Gamma$. For the hexagon defect introduced below, the computed gap there is $1.5\times10^{-15}$ eV, which is rounding error.

## Which mixing opens a gap

Mixing is now allowed for $n=3m$, but it need not open a gap. To find terms that open one at first order, expand about the valleys. With $\mathbf k=\mathbf K+\mathbf p$,

$$H_{AB}\simeq it\left(\omega^*\,\mathbf p\cdot\mathbf a_1+\omega\,\mathbf p\cdot\mathbf a_2\right)
=ita\left[\left(\omega^*+\tfrac{\omega}{2}\right)p_x+\tfrac{\sqrt3}{2}\,\omega\,p_y\right].$$

Since $\omega^*+\omega/2=-\frac{\sqrt3}{2}e^{i\pi/6}$ and $\omega=i\,e^{i\pi/6}$,

$$H_{AB}\simeq -i\,v\,e^{i\pi/6}(p_x-ip_y)=v\,e^{-i\pi/3}(p_x-ip_y),\qquad v=\frac{\sqrt3}{2}at.$$

At $\mathbf K'$, the relation $H_{AB}(-\mathbf k)=H_{AB}(\mathbf k)^*$ gives $v\,e^{i\pi/3}(-p_x-ip_y)$. The constant phases are absorbed by multiplying the B states by $e^{i\pi/3}$ at $\mathbf K$ and $e^{-i\pi/3}$ at $\mathbf K'$. With Pauli matrices $\sigma$ for the sublattice and $\tau$ for the valley,

$$H_0=v(\tau_z\sigma_xp_x+\sigma_yp_y).$$

The two terms anticommute, so $H_0^2=v^2p^2$. A perturbation that anticommutes with both adds its own square to $H_0^2$ and acts as a mass. A valley-mixing term has the form $\tau_{x}\sigma_j$ or $\tau_y\sigma_j$, where $\sigma_0$ is the unit matrix.

- Its $\tau$ factor already anticommutes with $\tau_z$. To anticommute with $\tau_z\sigma_x$, the factor $\sigma_j$ must commute with $\sigma_x$, so $j=0$ or $x$.
- To anticommute with $\sigma_y$, the factor $\sigma_j$ must itself do so, so $j=x$ or $z$.

The common choice is $j=x$. The valley-mixing masses are $\tau_x\sigma_x$ and $\tau_y\sigma_x$, and both exchange sublattices as well as valleys. This is the Kekulé type of perturbation, named after the pattern of alternating bonds that produces it.

## A defect with the right symmetry

Change the hopping on the six bonds of one hexagon from $-t$ to $-t+d$. Positive $d$ weakens the bonds. The perturbation is

$$V=d\sum_{\text{six bonds}}\left(|A\rangle\langle B|+|B\rangle\langle A|\right).$$

For the hexagon centred at the origin, the A atoms lie in cells $0,-\mathbf a_1,-\mathbf a_2$. Their $\mathbf K$ phases $e^{i\mathbf K\cdot\mathbf R}$ are $1,\omega^*,\omega$. The B atoms lie in cells $-\mathbf a_1-\mathbf a_2,-\mathbf a_1,-\mathbf a_2$, with phases $1,\omega^*,\omega$. At $\mathbf K'$ all phases are conjugated. The supercell has $n^2$ primitive cells, so a normalized valley state has amplitude of modulus $1/n$ on each atom of its sublattice.

Each A atom of the hexagon is bonded to the two hexagon B atoms in the neighbouring cells listed earlier. Within one valley, grouping the bonds by A atom gives

$$\langle K_A|V|K_B\rangle=\frac d{n^2}\left[(\omega^*+\omega)+\omega(\omega^*+1)+\omega^*(\omega+1)\right]
=\frac d{n^2}\left[-1+(1+\omega)+(1+\omega^*)\right]=0.$$

Between valleys the B phases are conjugated:

$$\langle K_A|V|K'_B\rangle=\frac d{n^2}\left[(\omega+\omega^*)+\omega(\omega+1)+\omega^*(\omega^*+1)\right]
=\frac{d}{n^2}(-1-1-1)=-\frac{3d}{n^2},$$

where $\omega^2=\omega^*$ was used. The other intervalley A–B element, $\langle K'_A|V|K_B\rangle$, is the conjugate sum and has the same value. Elements within a sublattice vanish because $V$ changes sublattice.

After the rephasing of the B states, these elements become $-(3d/n^2)e^{\mp i\pi/3}$. The projected perturbation is therefore

$$V_{\rm eff}=-\frac{3d}{n^2}\left(\cos\tfrac\pi3\,\tau_x+\sin\tfrac\pi3\,\tau_y\right)\sigma_x,$$

a pure Kekulé mass. Squaring $H_0+V_{\rm eff}$ removes all cross terms:

$$E=\pm\sqrt{v^2p^2+D^2},\qquad D=\frac{3|d|}{n^2},\qquad E_g=2D=\frac{6|d|}{n^2}\quad(3\mid n).$$

The matrix is traceless, so two levels lie at each sign, and half filling puts the Fermi level between them. The formula is first order in $d/t$.

For other $n$ the same defect leaves the Dirac crossing intact. A threefold rotation about the hexagon centre preserves each supercell corner. Going round the hexagon by $120^\circ$, the A state at $\mathbf K$ gains $\omega^*$ and the B state gains $\omega$, so they cannot mix there. A twofold rotation combined with complex conjugation also preserves the corner; it exchanges A and B and keeps their energies equal. When 3 divides $n$, the A state of $\mathbf K$ meets the B state of $\mathbf K'$ at the same supercell momentum. Both gain $\omega^*$, so the rotation permits their mixing.

## Defects without a first-order valley-mixing gap

**One site potential $U$.** At $\Gamma$ of a $3m$ cell there are four clean zero modes. Requiring the amplitude to vanish on the defect atom is one condition, so three zero modes survive for any $U$. For a weak potential the fourth level moves by $2U/n^2$, and the two middle levels remain degenerate: there is no gap. This relies on the potential being confined to one atom. If the three neighbours also shift by $w$, both states of their sublattice move by $3w/n^2$ while one state of the defect sublattice stays at zero. For $w$ opposite in sign to $U$ a gap of $3|w|/n^2$ then opens: 0.0025 eV for $U=0.2$ eV, $w=-0.03$ eV and $n=6$. A real substituent can therefore show a gap in a $3m$ cell.

When 3 does not divide $n$, this defect does open one. At a supercell corner its first-order energies are $U/n^2$ on A and zero on B, a difference that acts as a sublattice mass. For $U=0.2$ eV and $n=5$ the law gives $0.2/25=0.00800$ eV, and diagonalization gives the same to that accuracy. Avoiding multiples of three is therefore no general protection against periodic-array gaps.

**Equal potentials on neighbouring A and B atoms.** Let $u=U/n^2$, with 3 dividing $n$. Each sublattice has the $2\times2$ valley block $u(1+\tau_\alpha)$ or $u(1+\tau_\beta)$, where $\tau_\alpha=\cos\alpha\,\tau_x+\sin\alpha\,\tau_y$ and the angles depend on the atom positions. At $\Gamma$ the levels are $0,0,2u,2u$, which looks like a gap of $2u$. To look for a crossing at $E=u$, write $q=p_x+ip_y$ and $M=v\,\mathrm{diag}(q^*,-q)$. The equations are

$$u\tau_\alpha\psi_A+M\psi_B=0,\qquad M^\dagger\psi_A+u\tau_\beta\psi_B=0.$$

Because $\tau_\alpha^2=1$, the first gives $\psi_A=-\tau_\alpha M\psi_B/u$. The second then becomes

$$\left(u\tau_\beta-\frac{M^\dagger\tau_\alpha M}{u}\right)\psi_B=0.$$

The upper off-diagonal element of $M^\dagger\tau_\alpha M$ is $-v^2q^2e^{-i\alpha}$, and the lower one is its conjugate. The whole bracket vanishes when

$$v^2q^2=-u^2e^{i(\alpha-\beta)},\qquad |p|=\frac{u}{v}.$$

Two opposite momenta satisfy this. At each, any $\psi_B$ is allowed, so two levels coincide at $E=u$. The trace places the other two symmetrically about them, so the middle bands touch.

For $U=0.2$ eV and $n=6$, the computed splitting at $\Gamma$ is 0.0109 eV, yet the bands touch at $|p|=0.000966$ Å$^{-1}$, as predicted. A splitting at $\Gamma$ is not sufficient evidence for a gap.

**One changed bond.** In a $3m$ cell, two zero modes at $\Gamma$ vanish on both atoms of the bond and survive. Hopping between sublattices makes the spectrum symmetric about zero, so these are the middle levels. For other $n$, the intravalley element of modulus $|d|/n^2$ moves the Dirac point by $|d|/(n^2v)$ to first order. With $d=0.1$ eV and $n=5$ this is 0.000695 Å$^{-1}$, against a computed 0.000704 Å$^{-1}$.

**Equal potentials on all six hexagon atoms.** The intervalley sum on each sublattice is $1+\omega+\omega^*=0$. All four states shift by $3U/n^2$, with no first-order splitting. A smaller gap remains at higher order: for $n=6$ it is 0.00135 eV at $U=0.2$ eV and 0.00543 eV at $U=0.4$ eV. The fourfold increase on doubling $U$ is the quadratic growth expected of second order.

## Why the gap can be spurious

If the hexagon defects really form an ordered array with a $3m$ period, the gap belongs to the system being modelled. It becomes spurious when the supercell is meant to represent one isolated defect or defects at random positions.

Moving a hexagon by $\mathbf R_j=r_1\mathbf a_1+r_2\mathbf a_2$ multiplies its intervalley element by $e^{-i(\mathbf K-\mathbf K')\cdot\mathbf R_j}=e^{-4\pi i(r_1-r_2)/3}$. With $M_d$ equal defects in the cell, the first-order splitting at $\Gamma$ is

$$E_g^{(1)}=\frac{6|d|}{n^2}|S|,\qquad S=\sum_{j=1}^{M_d}e^{-i(\mathbf K-\mathbf K')\cdot\mathbf R_j}.$$

There are three phase classes, set by $r_1-r_2$ modulo three. Three defects of one class give $|S|=3$; one of each gives $S=0$. For $n=9$ and $d=0.05$ eV, equal phases should give $18(0.05)/81=0.0111$ eV, and the computed splitting is 0.0112 eV. With mixed phases it falls to 0.000008 eV. Cell, defect strength and concentration are the same in both cases; only the positions differ.

If positions fall independently and with equal probability into the three classes, the cross terms of $|S|^2$ average to zero and $\langle|S|^2\rangle=M_d$. At fixed concentration $c=M_d/n^2$, the root-mean-square splitting is $6|d|c/\sqrt{M_d}$, which vanishes as the cell grows. This concerns the coherent first-order splitting; disorder broadening and higher-order scattering need a separate treatment.

## From the formula to a number

Take $t=2.7$ eV and $a=2.46$ Å, so $v=5.75$ eV Å with $\hbar$ restored. Weaken the hexagon bonds by $d=0.5$ eV. For $n=6$,

$$E_g^{(1)}=\frac{6(0.5\ \text{eV})}{36}=0.0833\ \text{eV}.$$

Diagonalization gives 0.0925 eV, or 0.00340 hartree, which is 11% above the first-order value. Refining the supercell mesh from $6\times6$ to $12\times12$ does not change the printed gap, since its minimum is at $\Gamma$, a point of both meshes.

| $n$ | Computed gap (eV) | First-order law (eV) |
|---|---:|---:|
| 3 | 0.354 | 0.333 |
| 4, 5 | 0 | 0 |
| 6 | 0.0925 | 0.0833 |
| 7, 8 | 0 | 0 |
| 9 | 0.0415 | 0.0370 |
| 12 | 0.0234 | 0.0208 |

The excess over the law does not disappear in larger cells: at $n=12$ it is still 12%. It comes from the strength of the defect. At $n=6$, reducing $d$ to 0.02 eV lowers the excess to 0.4%. The gap itself falls close to $1/n^2$, as the defect density does.

The values of $t$ and $a$ are rough typical ones for graphene, while $d$ is a round model strength, about 19% of $t$, and represents no particular impurity. With the other settings of the $n=6$ example held fixed:

- Second-neighbour hopping of 0.1 eV leaves the gap at 0.0926 eV.
- A site energy of 0.5 eV on the hexagon raises it to 0.103 eV.
- Strengthening the six bonds that leave the hexagon by 0.1 eV raises it to 0.126 eV, an increase of 36%.

The last effect is large for a reason. The amplitudes of a valley state on the three neighbours of any atom sum to zero. The outer bonds at the three hexagon A atoms therefore contribute minus the hexagon sum, and those at the three B atoms do so again. If the outer hoppings change by $s$, then $d$ is replaced by $d-2s$. Here $s=-0.1$ eV gives a first-order gap of $6(0.7)/36=0.117$ eV. Relaxation around a real defect can thus alter the result substantially. Thermal energy at 300 K is 0.026 eV, smaller than the $n=6$ gap but slightly larger than the $n=12$ gap; a rough spin–orbit scale of 0.00005 eV is negligible here. Electron interaction, self-consistent screening and full relaxation are omitted, and a dopant that adds or removes electrons also moves the Fermi level. Periodic placement does not describe a randomly doped sheet, and the three-defect comparison shows how strongly placement controls the coherent splitting.

## Reading a supercell calculation

Sampling can imitate a gap in the other family of cells. If 3 does not divide $n$, a calculation at $\Gamma$ alone misses both Dirac points. The nearest sampled states lie at distance $|\mathbf K|/n=4\pi/(3an)$ from a valley, so for large clean cells their spacing tends to

$$2v\,\frac{4\pi}{3an}=\frac{4\pi t}{\sqrt3\,n}.$$

At $n=8$ this estimate is 2.45 eV and the computed spacing is 2.24 eV, although the crystal has no gap. This spacing falls as $1/n$ and disappears when the mesh includes the supercell corners. For a weak or moderate defect the Kekulé gap falls as $1/n^2$, and it survives a dense mesh. Strong defects need not follow this law at practical cell sizes: with a 5 eV potential on the six hexagon atoms the splitting at $\Gamma$ is 0.86, 0.56 and 0.42 eV for $n=6,9,12$, closer to $1/n$.

To judge a gap attributed to an isolated defect, sample both $\Gamma$ and the corners, search nearby momenta for displaced crossings, and compare several sizes from both families. A gap present for $n=6,9,12$, absent for $n=5,7,8$ and, for a weak defect, shrinking as $1/n^2$ points to coherent valley mixing by the array. Rearranging several defects among the three phase classes so that $|S|$ changes, at fixed concentration, tests that interpretation directly: for weak hexagon defects the splitting at $\Gamma$ should follow $|S|$, although each defect is as it was. Moves that leave $|S|$ unchanged serve as a control: they should leave that splitting nearly the same. The numerical output below gives the values to more digits.

## Calculated quantities

```
hopping t = 2.70 eV; lattice constant a = 2.46 angstrom
hbar v = 5.752 eV angstrom; hexagon bond change d = 0.50 eV
Clean cell: zero modes at Gamma, at one zone corner
  n=3: 4, 0
  n=4: 0, 2
  n=5: 0, 2
  n=6: 4, 0
  n=7: 0, 2
  n=8: 0, 2
  n=9: 4, 0
Hexagon defect: computed gap, 6d/n^2 if 3 divides n else 0 (eV)
  n=3: 0.35428, 0.33333
  n=4: 0.00000, 0.00000
  n=5: 0.00000, 0.00000
  n=6: 0.09253, 0.08333
  n=7: 0.00000, 0.00000
  n=8: 0.00000, 0.00000
  n=9: 0.04146, 0.03704
  n=12: 0.02339, 0.02083
n=6 gap / first-order law = 1.1103
n=6 gap = 0.003400 hartree
n=6 mesh 6x6 to 12x12 shift = 0.0e+00 eV
d=0.02 eV, n=6: gap / law = 1.0041
4x4 array in 12x12 cell: gap = 1.5e-15 eV
Three hexagons, n=9, d=0.05 eV: Gamma splitting
  equal phases 0.011218 eV; mixed 0.000008 eV
One site, U=0.2 eV: n=6 zero modes at Gamma = 3
  n=5 gap = 0.007999 eV; U/n^2 = 0.008000 eV
A-B pair, U=0.2 eV, n=6: Gamma splitting 0.010856 eV
  smallest direct gap 5.2e-09 eV
  touching at |k| = 0.000966 1/angstrom
  predicted |k| = 0.000966 1/angstrom
One bond, d=0.1 eV: n=6 zero modes at Gamma = 2
  n=5 Dirac point shift = 0.000704 1/angstrom
  predicted shift = 0.000695 1/angstrom
Six-site potential, n=6: gap at U=0.2 and 0.4 eV
  0.001353 eV, 0.005425 eV
Clean cell, Gamma-only level spacing (eV)
  n=4: 5.400; n=5: 3.337; n=6: 0.000; n=7: 2.997; n=8: 2.237
Neglected effects for the n=6 example
  second-neighbour hopping 0.1 eV: gap 0.09256 eV
  outer bonds changed by -0.1 eV: gap 0.12619 eV
  hexagon site energy 0.5 eV: gap 0.10336 eV
  thermal energy at 300 K = 0.02585 eV
  rough spin-orbit scale = 0.00005 eV
```
